Harmonically mapped averages for anharmonic energy and pressure of classical crystals

**1. Definitions and conventions**

A classical crystal of N atoms in d dimensions occupies a periodic cell of volume V at temperature T, with β = 1/(kT). Atom i sits at r_i = R_i + u_i, where R_i is its lattice site. The centre of mass is fixed, so the displacement vector u has

n = d(N − 1)

independent coordinates. U is the potential energy, F = −∂U/∂u the force, and F·u the sum of force-displacement products over all atoms. U_lat and P_lat = −dU_lat/dV are the energy and pressure of the static lattice. Φ is the matrix of second derivatives of U at u = 0 on the n coordinates, and Φ' = dΦ/dV. Angle brackets are canonical averages; a subscript 0 marks the Gaussian average with weight exp(−βuᵀΦu/2).

The assumptions are these.

- Each site is an inversion centre, so no static force acts on it at any volume. Section 7 treats other crystals.
- Φ is positive definite, U is smooth near u = 0, and this minimum dominates at low T.
- The Boltzmann factor is negligible at the boundary of the sampled region: atoms vibrate about assigned sites and do not diffuse.

The anharmonic parts are what remains after the lattice and harmonic parts are removed:

⟨U⟩ = U_lat + nkT/2 + U_anh
P = P_lat + kT/V + P_qh + P_anh

Here kT/V comes from the centre of mass and P_qh is the quasi-harmonic thermal pressure, derived in section 4. Kinetic energy is left out of U, since its classical average is known.

**2. The scheme**

With P_vir = −dU/dV taken while all atomic positions scale uniformly with the cell (the usual configurational virial pressure), the estimators are

U_anh = ⟨U − U_lat + ½F·u⟩   (1)
P_anh = ⟨P_vir − P_lat + F·Ku⟩,  K = G − 1/(dV),  G = −½Φ⁻¹Φ'   (2)

A number standing beside a matrix multiplies the unit matrix. In F·Ku, F and u stand for their components along the n coordinates used for Φ; an orthonormal basis of the displacements with zero mean over atoms serves. In pseudocode:

    setup at volume V:
      relax the sites R; store U_lat and P_lat
      build Φ on the n coordinates
      stop if Φ is not positive definite
      Φ' = [Φ(V+h) − Φ(V−h)] / (2h)
      solve Φ G = −Φ'/2;  K = G − 1/(dV)
    for each sampled configuration:
      compute U, F, P_vir
      u = r − R, unwrapped; subtract its mean over atoms
      e = U − U_lat + (F·u)/2
      p = P_vir − P_lat + F·(K u)
    at the end:
      U_anh = mean(e);  P_anh = mean(p)
      potential energy = U_lat + n kT/2 + U_anh
      pressure = P_lat + kT/V + kT tr G + P_anh

A simpler pressure estimator replaces G by a single number. Section 5 shows that its variance generally does not vanish relative to the conventional one.

**3. Energy: derivation and variance**

Let M be any constant n × n matrix. The integral of a total divergence vanishes when the boundary term does:

0 = ∫du Σ_a ∂/∂u_a [(Mu)_a exp(−βU)]
= ∫du [tr M + βF·Mu] exp(−βU)

The first term arises because ∂(Mu)_a/∂u_a = M_aa; the second because −β∂U/∂u_a = βF_a. Dividing by the partition function gives

⟨F·Mu⟩ = −kT tr M   (3)

For M = 1 this is ⟨F·u⟩ = −nkT. Hence

⟨U − U_lat + ½F·u⟩ = ⟨U⟩ − U_lat − nkT/2 = U_anh

which is (1). The conventional estimator, U − U_lat − nkT/2, has the same mean. The difference lies in the fluctuations.

Expand U − U_lat = U2 + U3 + U4 + …, with U_m homogeneous of degree m in u. There is no U1, because the sites carry no force. Euler's theorem, u·∂U_m/∂u = mU_m, gives F·u = −Σ mU_m, so

U − U_lat + ½F·u = Σ (1 − m/2)U_m = −½U3 − U4 − (3/2)U5 − …   (4)

The harmonic energy cancels configuration by configuration, not merely on average.

To count powers of T, write u = (kT)^(1/2) y. Then U_m is (kT)^(m/2) times a function of y, and the Boltzmann weight is a Gaussian in y times [1 − βU3 + …], where βU3 is of order T^(1/2).

*Conventional variance.* In normal coordinates U2 = (kT/2) Σ z_k², with n independent unit normal variables z_k. Since var(z_k²) = 2,

var_conv = n (kT)²/4 × 2 = n(kT)²/2 + higher orders

*Mapped variance.* The leading term in (4) is −½U3, whose Gaussian mean is zero because it is odd:

var_map = ¼⟨U3²⟩₀ + O(T⁴), with ⟨U3²⟩₀ ∝ T³   (5)

The ratio is therefore

var_map/var_conv → ⟨U3²⟩₀ / [2n(kT)²] ∝ T → 0

*Mean.* The weight correction −βU3 gives ⟨U3⟩ = −β⟨U3²⟩₀ at leading order. Inserting this in (4),

U_anh = ⟨U3²⟩₀/(2kT) − ⟨U4⟩₀ + O(T³)   (6)

Both terms scale as T² and have opposite signs if ⟨U4⟩₀ > 0.

These powers also settle what vanishes and what does not. The number of independent samples needed for a relative error ε in U_anh is var/(εU_anh)². If the T² coefficient in (6) is nonzero, this number grows on cooling as T²/T⁴ = T⁻² conventionally and as T³/T⁴ = T⁻¹ with mapping. Mapping wins by a growing factor, but its own relative error still increases as T^(−1/2).

*Case without cubic terms.* If U3 = 0 by symmetry, the leading noise is −U4, the mapped variance is O(T⁴), and the cost of a fixed relative error tends to a constant. A supercell of two primitive cells along each axis of a Bravais lattice is such a case. Inversion about a site turns u(R) into −u(−R). In this supercell R and −R are the same site, because they differ by 2R, a supercell translation. Therefore U(u) = U(−u) and U3 vanishes. Such a cell should not be used to predict sampling costs for larger ones.

**4. Pressure: derivation for a general mapping**

The internal partition function is Z(V) = ∫du exp[−βU(u; V)], in which the sites scale as V^(1/d). Its contribution to the pressure is kT d ln Z/dV; the centre of mass contributes a factor V to the full partition function, hence kT/V.

When V changes by δV, change the integration variable to u' = (1 + GδV)u, where G may be any matrix. To first order the volume element gains the factor 1 + δV tr G, and the energy changes by

δU = δV [∂U/∂V|_u − F·Gu]

The minus sign appears because ∂U/∂u = −F. Therefore

kT d ln Z/dV = kT tr G + ⟨−∂U/∂V|_u + F·Gu⟩   (7)

The result does not depend on G: by (3), the two terms containing G cancel on average. G is free to be chosen for low noise.

Most simulation codes supply P_vir rather than ∂U/∂V|_u. Uniform scaling of all positions also stretches u, at the rate u/(dV). Thus −P_vir = ∂U/∂V|_u − F·u/(dV), or

−∂U/∂V|_u = P_vir − F·u/(dV)   (8)

Choosing G = 1/(dV) in (7) gives nkT/(dV) + ⟨P_vir⟩. With kT/V added, and n/d = N − 1, this is the conventional NkT/V + ⟨P_vir⟩.

Now find the quadratic noise. Since U = U_lat + ½uᵀΦu + …,

−∂U/∂V|_u = P_lat − ½uᵀΦ'u + …
F·Gu = −uᵀΦGu + …

and the fluctuating part of (7) is, to second order in u,

−uᵀ(½Φ' + ΦG)u   (9)

It vanishes for G = −½Φ⁻¹Φ'. The constant in (7) is then

kT tr G = −½kT tr(Φ⁻¹Φ') = −kT d/dV [½ ln det Φ]

The harmonic free energy contains kT Σ ln ω_k, which equals ½kT ln det Φ apart from terms independent of V, because the masses are fixed. So kT tr G is the quasi-harmonic thermal pressure P_qh. Subtracting P_lat and P_qh from (7), and using (8), yields (2).

The remaining noise starts at third order. With W_m = ∂U_m/∂V|_u + (∂U_m/∂u)·Gu, which is again of degree m, the estimator in (2) equals −W3 − W4 − …. Its leading variance is ⟨W3²⟩₀ ∝ T³. The conventional variance is of order T² unless its own quadratic noise happens to vanish, so the ratio again falls as T.

**5. Why one scale factor is not enough for pressure**

Define the symmetric Grüneisen matrix

Γ = −½V Φ^(−1/2) Φ' Φ^(−1/2),  γ̄ = tr Γ/n

Its trace is the sum of the mode Grüneisen parameters −d ln ω_k/d ln V, by the determinant argument above. Consider a scalar mapping G = c/V. With x = Φ^(1/2)u we have −½uᵀΦ'u = xᵀΓx/V and uᵀΦGu = c xᵀx/V, so the noise (9) becomes

xᵀ(Γ − c)x/V

At leading order the components of x are independent Gaussians of variance kT. Diagonalizing Γ − c and using var(x_k²) = 2(kT)² gives

var = 2(kT)² tr(Γ − c)²/V²

The conventional formula has c = 1/d. Since tr(Γ − c)² = tr(Γ − γ̄)² + n(γ̄ − c)², the best scalar is c = γ̄, with estimator

P_anh = ⟨P_vir − P_lat + (γ̄ − 1/d)F·u/V⟩   (10)

and limiting variance ratio

var_scalar/var_conv → s²/[s² + (γ̄ − 1/d)²],  s² = tr(Γ − γ̄)²/n   (11)

Here s is the spread of the eigenvalues of Γ. The ratio tends to a constant. It vanishes if s = 0 and γ̄ ≠ 1/d. The condition s = 0 means that Φ' is proportional to Φ: all frequencies change in the same proportion and the mode shapes stay fixed. Equal mode Grüneisen parameters alone do not suffice, because Γ also has off-diagonal elements if the modes mix as V changes. If Γ = 1/d, the conventional estimator itself has no quadratic noise, and no gain of relative order T follows.

**6. Cost**

Estimator (1) needs one dot product beyond an ordinary energy and force evaluation. Estimator (2) adds a matrix-vector product, of order n² operations per sample with a dense K, and the setup solves a dense linear system at order n³. In a perfect crystal translation symmetry makes Φ, Φ' and G block diagonal in wavevector, so the product can be done by Fourier transform with small blocks, at order N log N for a fixed number of atoms per primitive cell.

The variances above are per independent sample. Successive configurations of a trajectory are correlated, so error bars need block averaging or a correlation-time correction, and the gain in computing time can differ from the variance ratio.

**7. Stability and failure modes**

*Inaccurate G.* Equation (7) holds for any G, so an error in Φ or Φ' does not bias the total pressure, provided tr G is taken from the same G that multiplies u. It restores some T² noise, and it misplaces the division between P_qh and P_anh.

*Displaced reference sites.* If the stored sites are off by a constant vector, so that u is replaced by u + δ, estimator (1) gains ½F·δ. This has zero mean, since ⟨F⟩ = 0 by integration by parts, but with F ≈ −Φu its variance is ¼kT δᵀΦδ. Being linear in T, it eventually exceeds even the conventional variance on cooling. This assumes that U_lat is still the energy of the true minimum. If U_lat is computed at the displaced sites, U_anh is also shifted by about −½δᵀΦδ, a constant that hides the T² signal at low T; the total potential energy remains correct, because the same U_lat is added back. A uniform shift is harmless because the forces sum to zero.

*Sites not fixed by symmetry.* The sites must be relaxed at each volume, and Φ' taken along the relaxed path R(V). The mapped atoms then move at the rate dR/dV + Gu instead of the uniform rate (R + u)/(dV), so the term

F·[dR/dV − R/(dV)]

is added inside the average in (2). Its mean is zero, since ⟨F⟩ = 0, so leaving it out causes no bias. But it cancels a part of P_vir that is linear in u, whose variance is proportional to T and would dominate on cooling.

*Diffusion and site exchange.* If atoms diffuse through the crystal, u is no longer confined to a region with a negligible Boltzmann factor at its boundary. The derivation of (3) then fails, and the estimators can be biased by an amount that depends on how the configurations are generated. Wrapping an atom each time it crosses the periodic boundary, without correcting u, also causes a bias: u jumps where the Boltzmann factor is not small, which leaves a boundary term in (3).

*Inconsistent forces.* F must be minus the gradient of the U that is sampled. A potential with a jump at its cutoff violates (3), and a systematic force error δF biases (1) by ½⟨δF·u⟩ if the configurations are still sampled from U.

*Soft modes.* G contains Φ⁻¹, so a nearly unstable mode can have a large mapping coefficient, and the low-temperature expansion then needs a correspondingly lower T. If Φ has a negative eigenvalue, the harmonic reference does not exist.

*Rounding.* The signal falls as T². A fixed absolute error in U − U_lat thus becomes a relative error growing as T⁻², which no choice of mapping removes.

**8. Worked example**

The model has nearest-neighbour bonds with a fixed bond list and energy

φ(r) = (k/a²)[exp(−a(r − r0)) − 1 + a(r − r0)]

with a r0 = 8 and lattice spacing 0.98 r0, a slight compression. φ grows linearly at large r, which confines the atoms and removes the boundary term. Energies and kT are in units of k r0².

*Three-atom strip.* A periodic strip of the triangular lattice, three atoms long and one wide, has n = 2 × 2 = 4 coordinates, few enough for canonical averages by Gauss–Hermite quadrature, without sampling noise. At kT = 2.0 × 10⁻⁴, numerical differentiation of ln Z gives U_anh = −7.496 × 10⁻⁸, and both energy estimators agree with it. All three pressure estimators give P_anh = −4.2953 × 10⁻⁷ k, again in agreement with ln Z. The negative U_anh means that the quartic term in (6) outweighs the cubic one here.

The eigenvalues of Γ are 1.2676 and 1.887, each twice. Thus γ̄ = 1.577, s = 0.310, and with 1/d = 0.5 equation (11) gives

0.0959/(0.0959 + 1.1606) = 0.0763

The variance ratio computed at kT = 10⁻⁶ is 0.07634. Between this temperature and its double, the variances scale with exponent 2.000 for both conventional estimators and for the scalar pressure map, and 3.000 for the mapped energy and the matrix pressure map.

For a 1% error in U_anh at kT = 2.0 × 10⁻⁴, the conventional estimator needs 1.4 × 10¹¹ independent samples and the mapped one 3.7 × 10⁷. At 10⁻⁶ the numbers are 5.4 × 10¹⁵ and 6.8 × 10⁹: the advantage has grown about 200-fold, like 1/T, while both costs have risen.

*An fcc crystal.* With N = 27 and n = 78, 30000 configurations were drawn from the harmonic distribution and reweighted to the full Boltzmann distribution. The same random numbers served all temperatures, so statistical errors at different T are correlated. At kT = 1.0 × 10⁻³ the results are:

- U_anh/N: conventional (0.06 ± 1.5) × 10⁻⁶; mapped (−0.94 ± 0.05) × 10⁻⁶.
- P_anh in k/r0: conventional (−10.2 ± 2.7) × 10⁻⁶; scalar map (−11.8 ± 1.1) × 10⁻⁶; matrix map (−10.43 ± 0.08) × 10⁻⁶.

The conventional energy does not resolve even the sign. The variance ratios to the conventional estimators are 1.03 × 10⁻³ for the energy and 9.4 × 10⁻⁴ for the matrix pressure. For the scalar pressure the ratio is 0.182, and on cooling to kT = 2.5 × 10⁻⁴ it barely moves, to 0.180, near its predicted limit of 0.179. Over the same cooling the energy ratio falls to 2.5 × 10⁻⁴, close to the factor of four expected from a law linear in T.

The relative error of the mapped energy is 4.9% at kT = 2.0 × 10⁻³ and 8.9% at 2.5 × 10⁻⁴, rising on cooling. The growth, a factor of 1.8, is weaker than the factor of 2.8 that the limiting law T^(−1/2) of section 3 would give over this range. Part of the gap comes from the reweighting: its uneven weights enlarge the error bars more at high T, whereas the law refers to independent canonical samples.

The totals at kT = 1.0 × 10⁻³ are assembled from their parts. For the potential energy per atom, in 10⁻³ k r0²,

1.2666 + 78 × 1.0/(2 × 27) − 0.0009 = 2.7102

For the pressure, V = 17.969 r0³ and γ̄ = 0.8868 give P_qh = 78 × 0.8868 × 10⁻³/17.969 = 3.849 × 10⁻³ k/r0. In units of 10⁻³ k/r0,

63.875 + 0.056 + 3.849 − 0.010 = 67.769

where, as in the energy sum above, the last digit comes from the unrounded parts. The anharmonic terms are small beside the harmonic thermal terms (0.0009 against 1.4444, and 0.010 against 3.849), which is why the fluctuations of the harmonic part can hide them. The numerical output lists the remaining temperatures.

Table of computed values

```
Bond steepness a*r0 = 8.0, spacing = 0.98 r0
STRIP, 3 atoms, 2D, quadrature
free coordinates n = 4, points = 104976
Grueneisen eigenvalues: [1.2676 1.2676 1.887  1.887 ]
kT = 2.0e-04 k r0^2:
 U_anh from ln Z       = -7.495828e-08 k r0^2
 U_anh conventional    = -7.495828e-08 k r0^2
 U_anh mapped          = -7.495828e-08 k r0^2
 P_anh from ln Z       = -4.295290e-07 k
 P_anh conventional    = -4.295288e-07 k
 P_anh scalar map      = -4.295288e-07 k
 P_anh matrix map      = -4.295288e-07 k
 samples for 1% in U_anh: conv 1.423e+11, mapped 3.669e+07
kT = 1.0e-06 k r0^2:
 var U mapped = 2.5294e-18, <U3^2>/4 = 2.5292e-18 (k r0^2)^2
 U_anh mapped = -1.9274e-12, law = -1.9277e-12 k r0^2
 samples for 1% in U_anh: conv 5.384e+15, mapped 6.809e+09
 scalar/conv var P = 0.07634, limit = 0.07634
Variance exponents in T (kT to 2kT):
 U conv 2.000, U mapped 3.000
 P conv 2.000, scalar 2.000, matrix 3.000
Cost exponents: conv -2.000, mapped -0.999
FCC, 27 atoms, n = 78, 30000 samples per temperature
V = 17.96913 r0^3, mean Grueneisen = 0.8868
Grueneisen eigenvalues from 0.5053 to 1.2334
limit of scalar/conv var P = 0.1786
kT = 2.50e-04 k r0^2, effective samples = 28855
 U_anh/N conv 9.693e-08 +- 3.4e-07, map -6.154e-08 +- 5.5e-09 k r0^2
 P_anh conv -6.998e-07 +- 6.3e-07, scalar -9.634e-07 +- 2.7e-07 k/r0
 P_anh matrix -6.558e-07 +- 9.2e-09 k/r0
 var ratios to conv: U 2.507e-04, P scalar 0.1798, P matrix 2.157e-04
kT = 5.00e-04 k r0^2, effective samples = 27749
 U_anh/N conv 1.559e-07 +- 7.0e-07, map -2.425e-07 +- 1.6e-08 k r0^2
 P_anh conv -2.603e-06 +- 1.3e-06, scalar -3.266e-06 +- 5.5e-07 k/r0
 P_anh matrix -2.618e-06 +- 2.7e-08 k/r0
 var ratios to conv: U 5.054e-04, P scalar 0.1806, P matrix 4.438e-04
kT = 1.00e-03 k r0^2, effective samples = 25650
 U_anh/N conv 6.336e-08 +- 1.5e-06, map -9.373e-07 +- 5.0e-08 k r0^2
 P_anh conv -1.015e-05 +- 2.7e-06, scalar -1.181e-05 +- 1.1e-06 k/r0
 P_anh matrix -1.043e-05 +- 8.3e-08 k/r0
 var ratios to conv: U 1.027e-03, P scalar 0.1820, P matrix 9.362e-04
kT = 2.00e-03 k r0^2, effective samples = 21878
 U_anh/N conv -1.073e-06 +- 3.2e-06, map -3.477e-06 +- 1.7e-07 k r0^2
 P_anh conv -4.036e-05 +- 5.7e-06, scalar -4.436e-05 +- 2.5e-06 k/r0
 P_anh matrix -4.134e-05 +- 2.7e-07 k/r0
 var ratios to conv: U 2.122e-03, P scalar 0.1849, P matrix 2.060e-03
Ratio exponents, lowest two T: U 1.011, P matrix 1.041
Assembly at kT = 1.0e-03 k r0^2:
 U/N: lattice 1.266644e-03, harmonic 1.444444e-03 k r0^2
 U/N total (potential) = 2.710151e-03 k r0^2
 P: lattice 6.387480e-02, centre of mass 5.565100e-05 k/r0
 P: quasi-harmonic 3.849348e-03 k/r0
 P total = 6.776937e-02 k/r0
```
